# Why channelled dopant tails grow sublinearly with implantation dose

## What goes wrong when the tail is scaled with dose

Suppose that a dopant profile has been measured after a light implant and that the profile of a heavy one is wanted. If damage builds up and closes crystal channels during the implant, multiplying the whole curve by the ratio of the doses overestimates its deep end. In the model example below, the tail concentration at 300 nm is $1.23\times10^{16}\ \mathrm{cm^{-3}}$ after a fluence of $10^{13}\ \mathrm{cm^{-2}}$. Scaling by 50 predicts $6.1\times10^{17}\ \mathrm{cm^{-3}}$ at $5\times10^{14}\ \mathrm{cm^{-2}}$, while the concentration there is $6.8\times10^{16}\ \mathrm{cm^{-3}}$, nine times less. Scaling downwards from the heavy implant fails by the same factor in the other direction: it hides most of the tail of the light implant.

The deep tail consists of ions that travelled along open crystal channels, where they lose energy slowly. Each implanted ion also leaves defects, and these block channels for the ions that follow. The early part of the dose therefore supplies more of the tail than an equal later part.

## How damage closes channels

Let $\phi$ be the fluence already implanted at some moment, in ions per unit area, and $\Phi$ its final value. Let $p_0$ be the probability that an ion entering the undamaged crystal joins the deep tail.

Represent each defect by a disc, seen along the channel axis. An ion whose column passes through a disc leaves its channel and stops before the tail. The discs made by one ion may overlap. The area that this ion closes is the area of their union, and $a$ denotes its mean over ions. Four assumptions are needed here:

- ions land at independent, uniformly distributed lateral positions;
- defects persist during the implant;
- the damage pattern of every ion follows the same distribution, whether the ion is channelled or not (equal mean areas alone are not enough, because an ion landing near an open column is more likely to be channelled, so the shape of its pattern matters);
- the damage lies at depths shallower than the tail.

Consider one chosen column in a large surface area $A$. A single ion closes it if the ion lands where its pattern of discs covers the column. The landing point is uniform over $A$, so this has probability $a/A$, and the column stays open with probability $1-a/A$. At fluence $\phi$, $M=\phi A$ ions have landed independently, and the probability that the column is still open is

$$
P_{\rm open}=\left(1-\frac aA\right)^{\phi A}.
$$

Its logarithm is

$$
\phi A\ln\left(1-\frac aA\right)
=\phi A\left(-\frac aA-\frac{a^2}{2A^2}-\dots\right)
=-a\phi-\frac{a^2\phi}{2A}-\dots
$$

For $A\gg a$ only the first term survives, so $P_{\rm open}=e^{-a\phi}$. Damage patterns of different ions may overlap freely, since a column closed twice is still just closed. That overlap is already contained in the exponential.

The next ion lands independently of the existing damage. Its probability of joining the tail is $p_0$ times the probability of finding an open column:

$$
p(\phi)=p_0e^{-a\phi}.
$$

## The tail concentration

The probability $p(\phi)$ belongs to the ion arriving at fluence $\phi$. Ions that are already in the tail stay there, so the tail dose $N$, in tail ions per unit area, is the sum over all arrivals:

$$
N(\Phi)=\int_0^\Phi p_0e^{-a\phi}\,d\phi
=p_0\left[-\frac{e^{-a\phi}}{a}\right]_0^\Phi
=\frac{p_0}{a}\left(1-e^{-a\Phi}\right).
$$

Multiplying the final probability by the whole fluence would give $p_0\Phi e^{-a\Phi}$ instead. Its derivative, $p_0(1-a\Phi)e^{-a\Phi}$, is negative for $a\Phi>1$, so the tail would lose ions that have already come to rest. The integral avoids this error.

Let $g(x)$ be the probability per unit depth that a tail ion stops at depth $x$, with $\int g\,dx=1$ over the tail. Assume that damage changes how many ions get through, but not where those that do get through come to rest. The concentration beyond the damaged layer is then

$$
\boxed{\,n(x,\Phi)=\frac{p_0\,g(x)}{a}\left(1-e^{-a\Phi}\right)\,}
$$

In this model the tail keeps its shape and its height saturates. If damage reaches into the tail region, this no longer holds. Deeper ions must then cross more damage than shallower ones, so a single $a$ cannot describe all depths, and ions knocked out of channels inside the tail region add to the concentration there. The tail ions themselves make damage where they stop. If each closes an area like $a$ there, the closed fraction is of order $aN$, about $p_0$ at saturation, so the fixed shape is a good approximation only for weak channelling.

The saturation also relies on no ion from a closed column entering a channel below the damaged layer. If such ions do so with a small probability $q$, the tail dose gains the term $q\,[\Phi-(1-e^{-a\Phi})/a]$, which keeps growing linearly at high dose. With the parameters of the worked case below and $q=0.005$, the tail rises by 57 % instead of 16 % between $10^{14}$ and $5\times10^{14}\ \mathrm{cm^{-2}}$.

## How strongly sublinear

Write $y=a\Phi$. The local exponent, which is the slope on a double logarithmic plot, is

$$
m=\frac{d\ln n}{d\ln\Phi}=\frac{\Phi}{N}\frac{dN}{d\Phi}
=\frac{\Phi\,p_0e^{-y}}{(p_0/a)(1-e^{-y})}
=\frac{y\,e^{-y}}{1-e^{-y}}=\frac{y}{e^y-1}.
$$

Since $e^y>1+y$ for $y>0$, the exponent is below one at every non-zero dose. The growth is thus not a power law with a fixed exponent: $m$ falls from one towards zero as the dose rises.

For small $y$, $1-e^{-y}=y-y^2/2+\dots$, and

$$
N\simeq\frac{p_0}{a}\left(y-\frac{y^2}{2}\right)=p_0\Phi\left(1-\frac{a\Phi}{2}\right).
$$

Linear scaling is therefore good to about 5 % as long as $a\Phi$ is below 0.1. For large $y$ the tail dose approaches $p_0/a$. It reaches 90 % of this value when $e^{-a\Phi}=0.1$, that is, at $\Phi=\ln(10)/a$.

## A worked case

Take the round model parameters $p_0=0.1$ and $a=2\ \mathrm{nm^2}=2\times10^{-14}\ \mathrm{cm^2}$. Let the damaged layer end at $x_d=100$ nm, with an exponential tail beyond it of decay length $\lambda=100$ nm. At $x=300$ nm,

$$
g=\frac{e^{-(x-x_d)/\lambda}}{\lambda}=\frac{e^{-2}}{10^{-5}\ \mathrm{cm}}
=1.353\times10^{4}\ \mathrm{cm^{-1}}.
$$

The saturated tail dose is $p_0/a=5\times10^{12}\ \mathrm{cm^{-2}}$. For $\Phi=10^{14}\ \mathrm{cm^{-2}}$, $a\Phi=2$ and

$$
N=5\times10^{12}\,(1-e^{-2})=4.32\times10^{12}\ \mathrm{cm^{-2}},
$$

$$
n=1.353\times10^4\times4.32\times10^{12}=5.85\times10^{16}\ \mathrm{cm^{-3}}.
$$

Linear growth at the initial rate would have given $1.35\times10^{17}\ \mathrm{cm^{-3}}$. The same arithmetic at four fluences gives:

| $\Phi$ (cm⁻²) | $a\Phi$ | $n$ (cm⁻³) | $n$ / linear | $m$ |
|---|---|---|---|---|
| $1\times10^{13}$ | 0.2 | $1.23\times10^{16}$ | 0.91 | 0.90 |
| $5\times10^{13}$ | 1 | $4.28\times10^{16}$ | 0.63 | 0.58 |
| $1\times10^{14}$ | 2 | $5.85\times10^{16}$ | 0.43 | 0.31 |
| $5\times10^{14}$ | 10 | $6.77\times10^{16}$ | 0.10 | 0.0005 |

Between the last two rows the dose rises fivefold and the tail by 16 %. At $10^{14}\ \mathrm{cm^{-2}}$ an arriving ion has a 1.4 % chance of joining the tail, whereas the average over the whole implant is $4.32\times10^{12}/10^{14}=4.3$ %. The average is higher because it includes the early ions, which met a more open crystal.

## How far the exponential can be trusted

The closure law was tested against an ion-by-ion simulation, which places defect discs and counts the ions that find an open column. At $a\Phi=3$ the counted tail is 0.315 of linear growth, and the formula gives 0.317. The remaining comparisons are in the numerical output. They test the statistics of closure, not the picture of a defect as a sharp disc.

The simulation also shows which area belongs in the formula. Its four discs per ion have a summed area of 2.08 nm², but they overlap, and the mean closed area is 1.79 nm². Using the sum would put the saturated tail too low by $1-1.79/2.08=14$ %, relative to the value with the correct area.

The assumption that channelled ions damage the layer as much as others is doubtful, because they keep away from the atomic rows. Take the opposite extreme, in which ions that join the tail make no damage there, and let $a$ now refer to the other ions. Each arriving ion fails to be steered into a channel with probability $1-p_0$, whatever the state of the crystal, and then makes damage. The real damage therefore includes at least the patterns of these ions, and at most those of all ions. Repeating the closure argument with probability $(1-p_0)a/A$ per arrival for the first case gives

$$
p_0e^{-a\phi}\le p(\phi)\le p_0e^{-(1-p_0)a\phi}.
$$

Integrating each side from 0 to $\Phi$ as before,

$$
\frac{p_0}{a}\left(1-e^{-a\Phi}\right)\le N\le
\frac{p_0}{(1-p_0)a}\left(1-e^{-(1-p_0)a\Phi}\right).
$$

The saturation value rises by at most the factor $1/(1-p_0)$, which is 1.11 for $p_0=0.1$. For weak channelling the correction is small. For $p_0=0.5$ it can be large: at $a\Phi=3$ the simulation then gives 0.449 of linear growth, between the bounds 0.317 and 0.518.

## What to do about it

**Measure the closed area instead of assuming it.** Under the assumptions of the model, two implants, at $\Phi$ and $2\Phi$, are enough. If channelled ions do less damage than others and channelling is strong, the result is an effective area below the true one. Take the ratio $r$ of the two concentrations at one depth in the tail, beyond the damaged layer, so that $p_0$ and $g$ cancel:

$$
r=\frac{1-e^{-2a\Phi}}{1-e^{-a\Phi}}
=\frac{(1-e^{-a\Phi})(1+e^{-a\Phi})}{1-e^{-a\Phi}}=1+e^{-a\Phi},
$$

$$
a=-\frac{\ln(r-1)}{\Phi}.
$$

In the example, the concentrations at $5\times10^{13}$ and $10^{14}\ \mathrm{cm^{-2}}$ give $r=5.85/4.28=1.37$ and return $a=2\times10^{-14}\ \mathrm{cm^2}$. A third fluence is needed to check the law itself.

The choice of $\Phi$ matters. Differentiating, $\delta a=-\delta r/[\Phi(r-1)]$. With a relative error $\varepsilon=|\delta r|/r$ and $r-1=e^{-y}$,

$$
\frac{|\delta a|}{a}=\frac{\varepsilon\,(1+e^{-y})}{y\,e^{-y}}=\varepsilon\,\frac{e^y+1}{y}.
$$

To first order, a 5 % error in $r$ becomes 19 % in $a$ at $y=1$, but 56 % at $y=0.2$. At large $y$ the error grows as $e^y/y$. The lower fluence should therefore be near $1/a$.

**Repair during the implant can enlarge the tail.** Split the dose into $k$ equal parts and repair the damage fully between them, without moving the dopants. Each part then starts with open channels and contributes the tail of a separate implant of fluence $\Phi/k$:

$$
N_k=\frac{k\,p_0}{a}\left(1-e^{-a\Phi/k}\right)\simeq p_0\Phi\left(1-\frac{a\Phi}{2k}\right)
\quad\text{for } a\Phi\ll k.
$$

Linear growth returns as $k$ increases. If the repair comes from heating the target during the implant, there is a competing effect: stronger thermal vibrations of the atoms deflect more ions out of their channels, which lowers $p_0$. For $10^{14}\ \mathrm{cm^{-2}}$ in four parts, $N_4=4\times5\times10^{12}(1-e^{-0.5})=7.87\times10^{12}\ \mathrm{cm^{-2}}$, which is 1.82 times the tail of the single implant. In the simulation, run at $a\Phi=3$, erasing the damage between four equal parts raises the tail from 0.32 to 0.70 of linear growth, and the formula for $N_4$ also gives 0.70. The split implant is also a diagnostic, provided that the repair steps leave the dopants in place: if full repair does not raise the tail towards $N_k$, closed channels are not the main cause of the sublinearity.

**Close the channels first if the tail must be small.** Let a preceding implant of another ion, with fluence $\Phi_0$ and mean closed area $b$, damage the same layer. A column is then open at the start of the dopant implant with probability $e^{-b\Phi_0}$. The later closures are independent of this, so every term in the integral acquires the same factor:

$$
N=e^{-b\Phi_0}\,\frac{p_0}{a}\left(1-e^{-a\Phi}\right).
$$

A tenfold reduction needs $b\Phi_0=\ln10$. For $b=2\ \mathrm{nm^2}$ this is $\Phi_0=1.15\times10^{14}\ \mathrm{cm^{-2}}$. This holds only while ions scattered into channels below the damaged layer are negligible. With $q=0.005$ and the parameters of the worked case, the same preceding implant reduces the tail only fivefold at $10^{14}\ \mathrm{cm^{-2}}$ and 2.4-fold at $5\times10^{14}\ \mathrm{cm^{-2}}$. The damage must survive until the dopant has been implanted, so any repair anneal belongs after both implants. The formula describes the tail before that anneal, which can itself move dopants deeper by diffusion.

## Computed results

```
WORKED EXAMPLE (chosen model parameters)
tail probability p0, undamaged crystal: 0.10
closed area per ion a: 2.00 nm^2 = 2.00e-14 cm^2
end of damaged layer: 100 nm
tail decay length: 100 nm
depth of evaluation: 300 nm
stopping density g there: 1.3534e+04 cm^-1
characteristic fluence 1/a: 5.000e+13 cm^-2
fluence 1.0e+13 cm^-2: a*fluence = 0.20
  current tail probability: 8.187e-02
  tail dose: 9.0635e+11 cm^-2
  tail concentration: 1.2266e+16 cm^-3
  linear growth would give: 1.3534e+16 cm^-3
  ratio to linear: 0.9063; exponent: 0.9033
fluence 5.0e+13 cm^-2: a*fluence = 1.00
  current tail probability: 3.679e-02
  tail dose: 3.1606e+12 cm^-2
  tail concentration: 4.2774e+16 cm^-3
  linear growth would give: 6.7668e+16 cm^-3
  ratio to linear: 0.6321; exponent: 0.5820
fluence 1.0e+14 cm^-2: a*fluence = 2.00
  current tail probability: 1.353e-02
  tail dose: 4.3233e+12 cm^-2
  tail concentration: 5.8510e+16 cm^-3
  linear growth would give: 1.3534e+17 cm^-3
  ratio to linear: 0.4323; exponent: 0.3130
fluence 5.0e+14 cm^-2: a*fluence = 10.00
  current tail probability: 4.540e-06
  tail dose: 4.9998e+12 cm^-2
  tail concentration: 6.7665e+16 cm^-3
  linear growth would give: 6.7668e+17 cm^-3
  ratio to linear: 0.1000; exponent: 0.0005
saturated tail dose: 5.0000e+12 cm^-2
saturated tail concentration: 6.7668e+16 cm^-3
fluence for 90 % of saturation: 1.1513e+14 cm^-2
1e+14 cm^-2 in 4 repaired parts, tail dose: 7.8694e+12 cm^-2
  concentration: 1.0650e+17 cm^-3
  gain over one implant: 1.8202
largest rise of saturation, damage-free channelled ions: factor 1.1111
SIMULATION (tail count divided by linear growth)
ions: 96533; tail probability in open crystal: 0.50
patch edge: 240 nm; defects per ion: 4
sum of disc areas per ion: 2.080 nm^2
mean closed area per ion: 1.790 nm^2
a*fluence 0.50: counted 0.7856, formula 0.7869
a*fluence 1.00: counted 0.6268, formula 0.6321
a*fluence 3.00: counted 0.3153, formula 0.3167
concentration in bin: counted 3.622e+17, formula 3.592e+17 cm^-3
4 repaired parts: counted 0.7026, formula 0.7035
damage-free channelled ions: counted 0.4494, bounds 0.3167 to 0.5179
```
